# Baum-Welch Fitting of a Two-Level Telegraph Current in Gaussian Noise

## The result

A current jumps between a low level \(m_0\) and a high level \(m_1\), and Gaussian noise hides the jumps. Baum-Welch iteration estimates the levels, the noise and the jump probabilities without first deciding where the jumps are. Each round computes the probability \(g_t\) that sample \(t\) belongs to the high level, and the expected numbers of jumps \(N_{01}\) (up) and \(N_{10}\) (down). It then sets

\[
a=\frac{N_{01}}{\sum_{t<T}(1-g_t)},\quad b=\frac{N_{10}}{\sum_{t<T}g_t},\quad
m_1=\frac{\sum_t g_ty_t}{\sum_t g_t},\quad m_0=\frac{\sum_t(1-g_t)y_t}{\sum_t(1-g_t)},
\]
\[
\sigma^2=\frac1T\sum_t\left[g_t(y_t-m_1)^2+(1-g_t)(y_t-m_0)^2\right].
\]

Here \(a\) and \(b\) are the probabilities per sample of jumping up and down. No round lowers the likelihood of the data. On 40 synthetic traces with a 10 nA step in 8 nA noise, the errors of the fits agree with those predicted from the curvature of the likelihood.

## Nine samples and a first guess

In an n-channel transistor where a trapped electron mainly raises the threshold voltage, state 0 is a filled trap (low current) and state 1 an empty trap (high current). An upward jump is emission of the electron; a downward jump is capture. Take nine currents in nA:

\[
1003,\ 995,\ 1012,\ 1018,\ 1006,\ 1009,\ 993,\ 1001,\ 1014 .
\]

The first guess is \(m_0=1000\) nA, \(m_1=1010\) nA, \(\sigma=8\) nA, \(a=0.1\), \(b=0.2\). Three assumptions define the model:

- The next state depends on the present state alone.
- Given the states, the noise values are independent, with the same \(\sigma\) in both states.
- The first state is 0 or 1 with probability 1/2 each; this prior is not fitted.

A sequence of states \(S=(S_1,\dots,S_T)\) is a path. The likelihood \(L\) is the sum, over all \(2^T\) paths, of the joint density of path and data. Nine samples have 512 paths, which can be listed; thousands of samples need a recursion.

## Forward: what the past says

Let \(q_t\) be the probability of state 1 before \(y_t\) is seen, and \(p_t\) the probability after. The ratio of the two Gaussian densities at \(y_t\) is

\[
R_t=\exp\frac{(y_t-m_0)^2-(y_t-m_1)^2}{2\sigma^2}
=\exp\frac{(m_1-m_0)\left[y_t-\tfrac12(m_0+m_1)\right]}{\sigma^2},
\]

because the difference of squares is \((m_1-m_0)(2y_t-m_0-m_1)\). Bayes' rule, divided through by the state-0 density, gives

\[
p_t=\frac{q_tR_t}{(1-q_t)+q_tR_t}=\frac{q_tR_t}{1+q_t(R_t-1)} .
\]

State 1 at the next sample is reached by a jump from 0 or by staying in 1:

\[
q_{t+1}=a(1-p_t)+(1-b)p_t=a+(1-a-b)p_t .
\]

For the first sample, \(R_1=\exp[10(1003-1005)/64]=0.732\), so

\[
p_1=\frac{0.5\times0.732}{1-0.5\times0.268}=0.423,\qquad
q_2=0.1+0.7\times0.423=0.396 .
\]

The second current, 995 nA, lowers 0.396 to \(p_2=0.121\).

The denominator also supplies the likelihood. With \(\phi_0(y)\) the Gaussian density of state 0, the density of \(y_t\) given the earlier data is \(\phi_0(y_t)[1+q_t(R_t-1)]\). Multiplying these conditional densities and taking the logarithm,

\[
\ln L=\sum_t\left\{\ln\phi_0(y_t)+\ln[1+q_t(R_t-1)]\right\}.
\]

A sum of logarithms avoids the underflow of a product of thousands of small densities. Here \(\ln L=-32.534\), with currents measured in nA.

## Backward: what the future adds

At the last sample there is no future, so \(g_T=p_T\). For earlier samples, suppose the next state is known. The later data then say nothing more about the present state, since they depend on it through the next state alone. Bayes' rule gives the probability of being in 1 now:

\[
w_t=\frac{p_t(1-b)}{q_{t+1}}\ \text{ if the next state is 1},\qquad
u_t=\frac{p_tb}{1-q_{t+1}}\ \text{ if it is 0}.
\]

The next state has probability \(g_{t+1}\) of being 1, so averaging over it gives

\[
g_t=w_tg_{t+1}+u_t(1-g_{t+1})=u_t+(w_t-u_t)g_{t+1}.
\]

For sample 8, \(p_8=0.1429\) and \(q_9=0.2000\). Hence \(w_8=0.5715\), \(u_8=0.0357\), and with \(g_9=0.505\),

\[
g_8=0.0357+0.536\times0.505=0.306 .
\]

The high ninth current has raised the probability for sample 8 from 0.143 to 0.306. The full set is

\[
g=(0.413,0.382,0.714,0.819,0.663,0.519,0.238,0.306,0.505).
\]

An upward jump between \(t\) and \(t+1\) means 1 next and 0 now; a downward jump means 0 next and 1 now. Therefore

\[
N_{01}=\sum_{t<T}(1-w_t)g_{t+1},\qquad N_{10}=\sum_{t<T}u_t(1-g_{t+1}).
\]

The values are 0.8967 and 0.8046. On every path, up-jumps minus down-jumps equals the last state minus the first, so the difference must be \(g_9-g_1=0.092\), as it is. Explicit summation over all 512 paths was tested to give the same likelihood, \(g_t\) and jump counts.

## New parameters

The first eight \(g_t\) sum to 4.055 before rounding, which is the expected number of departures from state 1 (steps that start there, whether they jump or stay). The remaining \(8-4.055=3.945\) departures are from state 0. Thus

\[
a=\frac{0.8967}{3.945}=0.227,\qquad b=\frac{0.8046}{4.055}=0.198 .
\]

For the levels, measure currents from 1000 nA. All nine excesses sum to 51 nA, and their sum weighted by \(g_t\) is 37.0 nA. All nine \(g_t\) sum to 4.56, so

\[
m_1=1000+\frac{37.0}{4.56}=1008.1\ \text{nA},\qquad
m_0=1000+\frac{51-37.0}{9-4.56}=1003.2\ \text{nA}.
\]

The weighted squared residuals about these levels give \(\sigma=7.61\) nA. The log-likelihood rises to \(-31.617\). Nine noisy samples cannot determine five parameters well; they serve to show one complete round.

## The algorithm in general

1. Choose starting values with \(m_0<m_1\), \(\sigma>0\) and \(0<a,b<1\).
2. Run the forward recursion from \(q_1=1/2\), storing \(q_t\), \(p_t\) and \(\ln L\).
3. Run the backward recursion from \(g_T=p_T\), and form \(N_{01}\) and \(N_{10}\).
4. Replace all five parameters by the formulas of the opening section.
5. Repeat until the gain in \(\ln L\) is negligible, and compare several starts.

The work per round is proportional to \(T\). The choice \(m_0<m_1\) names the states at the start; exchanging the names, with \(a\) and \(b\), leaves the likelihood unchanged. The iteration need not keep this order, so if it ends with \(m_1<m_0\), exchange the levels and exchange \(a\) with \(b\).

## Why the likelihood cannot fall

Let \(\theta\) be the old parameters, \(\theta'\) any new ones, and \(W_\theta(S)=P(S|y,\theta)\) the old path probabilities given the data. Define

\[
Q(\theta'|\theta)=\sum_SW_\theta(S)\ln P(y,S|\theta').
\]

For every path, \(\ln L(\theta')=\ln P(y,S|\theta')-\ln W_{\theta'}(S)\). Average this over \(W_\theta\), then subtract the same identity with \(\theta'=\theta\):

\[
\ln\frac{L(\theta')}{L(\theta)}=Q(\theta'|\theta)-Q(\theta|\theta)+D,\qquad
D=-\sum_SW_\theta\ln\frac{W_{\theta'}}{W_\theta}.
\]

Since \(\ln x\le x-1\),

\[
D\ge-\sum_S(W_{\theta'}-W_\theta)=-(1-1)=0 .
\]

It is therefore enough to maximize \(Q\). Let \(N_{00}\) and \(N_{11}\) be the expected numbers of stays. Taking logarithms of the path factors gives, up to a constant,

\[
\begin{aligned}
Q={}&N_{01}\ln a+N_{00}\ln(1-a)+N_{10}\ln b+N_{11}\ln(1-b)\\
&-T\ln\sigma-\frac{1}{2\sigma^2}\sum_t\left[g_t(y_t-m_1)^2+(1-g_t)(y_t-m_0)^2\right].
\end{aligned}
\]

The derivative in \(a\) vanishes when \(N_{01}/a=N_{00}/(1-a)\), or \(a=N_{01}/(N_{01}+N_{00})\). The denominator counts all departures from 0, which is \(\sum_{t<T}(1-g_t)\). The same argument gives \(b\). The derivative in \(m_1\) vanishes when \(\sum_tg_t(y_t-m_1)=0\), and likewise for \(m_0\) with weights \(1-g_t\). Writing \(V\) for the last sum in \(Q\), the derivative in \(\sigma\) is \(-T/\sigma+V/\sigma^3\), so \(\sigma^2=V/T\). These are the update formulas.

At \(\theta'=\theta\) the gradient of \(D\) is \(-\sum_S\partial W_{\theta'}=-\partial(1)=0\). The gradients of \(\ln L\) and \(Q\) therefore agree there. At an interior fixed point \(\theta\) itself maximizes \(Q\), so the gradient of \(\ln L\) vanishes. The point is stationary, but nothing here proves that it is the global maximum.

## Two ways to fail

**Equal starts.** Let \(m_0=m_1\) and \(a=b\). Then \(R_t=1\), and the recursions give \(q_t=p_t=g_t=1/2\) for all \(t\). Both new levels are the plain mean of the data. Also \(1-w_t=u_t=a\), so both jump probabilities return unchanged. The iteration never separates the states, however clear the steps are.

**Separate variances.** Give each state its own \(\sigma\), put \(m_1\) on one sample, and let \(\sigma_1\to0\). The path that visits state 1 at that sample alone has a density growing as \(1/\sigma_1\), so the likelihood has no upper bound. In the nine-sample trace, reducing \(\sigma_1\) from \(10^{-6}\) to \(10^{-9}\) nA raised \(\ln L\) by 6.908, which is \(\ln1000\). A common \(\sigma\) removes this collapse if the data contain at least three distinct values: every path then leaves a nonzero residual, whose factor \(\exp(-\text{constant}/\sigma^2)\) defeats the growing prefactor.

## From jump probabilities to trap times

Let \(k_u\) and \(k_d\) be the emission and capture rates, \(K=k_u+k_d\), and \(\delta\) the sampling interval. The probability \(P_1\) of an empty trap obeys

\[
\frac{dP_1}{dt}=k_u(1-P_1)-k_dP_1=k_u-KP_1 .
\]

Starting from \(P_1=0\), the solution at \(t=\delta\) is \(a\); exchanging the roles of the states gives \(b\):

\[
a=\frac{k_u}{K}(1-e^{-K\delta}),\qquad b=\frac{k_d}{K}(1-e^{-K\delta}).
\]

Adding them gives \(a+b=1-e^{-K\delta}\), and their ratio is \(k_u/k_d\). Hence, for \(a+b<1\),

\[
K=-\frac{\ln(1-a-b)}{\delta},\qquad
\tau_e=\frac1{k_u}=\frac{a+b}{Ka},\qquad \tau_c=\frac1{k_d}=\frac{a+b}{Kb}.
\]

The shortcut \(\delta/a\) misses upward jumps that are paired with a downward jump inside one interval, in either order (0→1→0 or 1→0→1). For small \(K\delta\) it equals \(\tau_e(1+K\delta/2)\) to first order. With \(\tau_e=25\) µs, \(\tau_c=50\) µs and \(\delta=1\) µs, \(K\delta=0.06\), and the shortcut gives 25.76 µs, 3% too long. In the opposite limit, \(K\delta\gg1\), \(a+b\) approaches 1, successive samples become independent, and \(K\) can no longer be recovered; only the ratio \(k_u/k_d=a/b\) remains.

## A trace that thresholding cannot read

The long traces have 6000 samples at 1 µs, levels 1000 and 1010 nA, \(\sigma=8\) nA, and the trap times just given, so \(a=0.0388\) and \(b=0.0194\). Their states were drawn from exponential waiting times in continuous time, not from the transition probabilities being fitted.

The probability density of the current, a weighted sum of two Gaussians, has one peak, because the 10 nA step is less than \(2\sigma=16\) nA. In the first trace, a threshold at 1005 nA misassigns 27.1% of the samples and gives \(a=0.474\), twelve times the true value, because noise crossings count as jumps. Calling a sample high when the fitted \(g_t>1/2\) leaves 4.3% wrong.

The improvement comes from combining neighbours. In the high state the mean of \(\ln R_t\) is \((m_1-m_0)^2/(2\sigma^2)=0.78\); in the low state it is \(-0.78\). A path with one added excursion to the low state pays roughly \(\ln(ab)=-7.2\) for its two jumps. On average, about \(7.2/0.78\approx9\) samples of evidence repay this. This count for a single path is only a rough scale: the posterior sums over many start and end points, so visits a few samples shorter are often detected too. Visits of only a few samples are seldom certain, but they still enter the expected counts with fractional weight.

For the first trace the iteration runs as follows (levels in nA):

| round | \(\ln L\) | \(m_0\) | \(m_1\) | \(a\) | \(b\) |
|---|---|---|---|---|---|
| 0 | −21508.92 | 1001.70 | 1011.04 | 0.1000 | 0.1000 |
| 5 | −21340.42 | 999.82 | 1010.01 | 0.0415 | 0.0232 |
| 19 | −21336.68 | 999.90 | 1009.89 | 0.0305 | 0.0167 |

Three different starts reached the same \(\ln L\) within \(2\times10^{-7}\). That supports this maximum for this trace; it is not a proof for others. All three starts had \(a+b<1\); on a trace of this kind a start with \(a=b=0.9\) can instead merge the two levels and stall at a far lower likelihood.

## How far to trust the fit

Near its maximum, \(\ln L\) is approximately quadratic. The inverse of its negative second-derivative matrix estimates the covariance of the parameters when the trace contains many jumps. The coordinates used are \(m_0,m_1,\ln\sigma,\ln[a/(1-a)]\) and \(\ln[b/(1-b)]\), which keep the parameters in range. A small change in the fourth coordinate, times \(a(1-a)\), is the change in \(a\). For a dwell time \(\tau\) with gradient \(v\) in these coordinates and covariance \(C\), the variance is \(v^TCv\).

The first trace gives

\[
m_1-m_0=9.98\pm0.24\ \text{nA},\quad a=0.0305\pm0.0046,\quad b=0.0167\pm0.0025,
\]
\[
\tau_e=32\pm5\ \text{µs},\qquad \tau_c=58\pm9\ \text{µs}.
\]

The step is known to 2%, the times to 15%. Thousands of samples fix the levels, but the times depend on the number of jumps. A mean cycle lasts \(25+50=75\) µs, so 6000 µs holds about 80 cycles. Even with visible states, the relative error of \(a\) would be about \(1/\sqrt{80}=11\%\); hidden jumps raise it. Here \(a\) lies 1.8 quoted errors below the truth.

One trace cannot show whether such errors are fair. Over 40 independent traces, the mean fitted times are 25.6 and 48.7 µs, with standard deviations of 3.7 and 7.0 µs. The averages differ from the truth by little more than one standard error of the mean. Over all five coordinates and all traces, the root-mean-square ratio of actual to predicted error is 0.96; a value between 0.8 and 1.25 was required by the test.

## Setting the model beside a transistor

The regime is that of a small silicon n-channel transistor near room temperature, with rough values. For a channel 100 nm wide and 60 nm long, a 2 nm oxide and a transconductance of 8 µS, one charge \(e\) at the interface shifts the threshold voltage by \(e/C\), with \(C\) the gate capacitance. Multiplied by the transconductance, this gives a 12.4 nA step, close to the 10 nA assumed. The estimate spreads the charge over a uniform channel; a nonuniform current path can change it considerably. Trap times in real devices span many decades, and those chosen suit this sampling rate. For this geometry, 8 µS at 1 µA suggests a drain bias of roughly 10 to 40 mV for mobilities between 400 and 100 cm²/Vs; in saturation at the same current the transconductance, and the step, would be two to three times larger. Full shot noise in 500 kHz would be 0.40 nA, and \(4kTg_m\) gives 0.26 nA; at low drain bias the larger channel conductance replaces \(g_m\) and raises the thermal figure about two- to fourfold, still below 1 nA. The assumed 8 nA therefore represents a noisy fast readout, not the channel's own white noise. Gate tunnelling at an assumed 1 A/cm² is a steady current of only 0.06 nA.

Real devices can also break the assumptions of white noise and a single trap. Sixteen traces were refitted with the original trap path and white noise held fixed. The shifts below are 100 times the mean logarithmic ratio, approximately percent:

| added effect | step | \(\tau_e\) | \(\tau_c\) |
|---|---|---|---|
| averaging within each sample | −0.3 | +0.6 | +0.4 |
| 1/f background, 2 nA rms | +2.7 | −6.5 | −8.7 |
| second trap, 4 nA, both times 100 µs | +3.3 | −8.2 | −11.1 |

The last two effects shorten both fitted times, perhaps because slow background changes are partly read as extra jumps; that explanation is a conjecture. The time shifts in these two rows carry standard errors of about 2 units. They are smaller than, or comparable to, the 15% error of one trace, but averaging more such traces would not remove them. Short-range correlation of the noise, which a band-limited readout produces, is more damaging. White noise passed through a one-pole filter of time constant \(\tau_f\) has correlation \(e^{-\delta/\tau_f}\) between neighbouring samples. At the same 8 nA rms, a correlation of 0.1 shortens the fitted times by 16 to 18%, and a correlation of 0.3 more than halves them, so the noise spectrum must be checked before the times are trusted. Temperature matters as well: for an assumed activation energy of 0.5 eV at 300 K, the rates change by 6.6% per kelvin, so a drift of about 2 K rivals the statistical error. The numerical output below gives the remaining values.

## Table of computed values

```
Short trace (nA): 1003 995 1012 1018 1006 1009 993 1001 1014
start low, high, sigma (nA), a, b: 1000.00 1010.00 8.00 0.10 0.20
predicted P(1): 0.500 0.396 0.184 0.382 0.678 0.597 0.614 0.237 0.200
filtered P(1):  0.423 0.121 0.403 0.825 0.711 0.735 0.196 0.143 0.505
smoothed P(1):  0.413 0.382 0.714 0.819 0.663 0.519 0.238 0.306 0.505
expected jumps up, down: 0.8967 0.8046
updated low, high, sigma (nA), a, b: 1003.1557 1008.1116 7.6066 0.2273 0.1984
ln L before, after: -32.5336 -31.6166
ln L gain, one sigma 1000x narrower: 6.9078
Long trace: 6000 samples, dt 1.0 us, 40 traces
true step 10.0 nA, noise 8.0 nA
true emission, capture times: 25.0 50.0 us
true a, b per sample: 0.03882 0.01941
shortcut dt/a, dt/b: 25.76 51.51 us
peaks in current histogram: 1
threshold estimate of a: 0.474
wrong states, threshold: 27.1 %
wrong states, smoothed fit: 4.3 %
Trace 1: iteration, ln L, low, high, sigma (nA), a, b
   0 -21508.9243 1001.7018 1011.0377 8.4023 0.1000 0.1000
   1 -21427.1842 1000.9759 1010.7505 7.9706 0.0859 0.0699
   2 -21382.8795 1000.3481 1010.5095 7.8887 0.0717 0.0494
   5 -21340.4234 999.8204 1010.0075 7.9583 0.0415 0.0232
  10 -21336.6902 999.8929 1009.8912 8.0219 0.0311 0.0171
  19 -21336.6772 999.9027 1009.8860 8.0262 0.0305 0.0167
ln L spread over three starts: 1.9e-07
Parameter: truth | trace 1 +- error | mean, SD of 40 fits
low (nA): 1000.0000 | 999.9027 +- 0.2071 | 1000.0327, 0.1893
high (nA): 1010.0000 | 1009.8860 +- 0.1434 | 1010.0271, 0.1388
sigma (nA): 8.0000 | 8.0262 +- 0.0777 | 7.9851, 0.0745
a: 0.0388 | 0.0305 +- 0.0046 | 0.0386, 0.0055
b: 0.0194 | 0.0167 +- 0.0025 | 0.0203, 0.0028
step, trace 1: 9.98 +- 0.24 nA
emission time: 32.04 +- 4.96 us; mean, SD 25.63, 3.74 us
capture time: 58.33 +- 8.98 us; mean, SD 48.71, 7.04 us
rms error / predicted error, all fits: 0.964
largest distance to maximum: 1.7e-03 std errors
1/f rms 2.0 nA; trap 2: 4.0 nA, 100 us
Mean shift, 100 x ln ratio +- error: step; emission; capture
averaging: -0.3 +- 0.0; +0.6 +- 0.3; +0.4 +- 0.2
1/f noise: +2.7 +- 0.7; -6.5 +- 2.1; -8.7 +- 1.9
second trap: +3.3 +- 0.9; -8.2 +- 1.8; -11.1 +- 2.4
device W, L, oxide: 100 60 2 nm; gm 8 uS
single-charge current step: 12.4 nA
shot, thermal noise in 500 kHz: 0.40 0.26 nA
gate leakage at 1 A/cm2: 0.060 nA
rate change per K at 300 K, 0.5 eV: 6.6 %
```
